# Bounds on the conductivity of a randomly oriented orthorhombic silicide polycrystal

## A stack of three layers

An orthorhombic crystal has three mutually perpendicular principal axes with conductivities $\sigma_1,\sigma_2,\sigma_3$. Stack three layers of equal thickness along $z$. Let the conductivities along $(x,y,z)$ be $(\sigma_1,\sigma_2,\sigma_3)$ in the first layer, $(\sigma_2,\sigma_3,\sigma_1)$ in the second and $(\sigma_3,\sigma_1,\sigma_2)$ in the third.

If current flows along $z$, each layer carries the same current density and the voltages add, so the resistivities are averaged. If the field points along $x$, each layer feels the same field and the currents add, so the conductivities are averaged:

$$
\sigma_{zz}^*=\frac{3}{1/\sigma_1+1/\sigma_2+1/\sigma_3}\equiv\sigma_H,\qquad
\sigma_{xx}^*=\frac{\sigma_1+\sigma_2+\sigma_3}{3}\equiv\sigma_A. \tag{1}
$$

The harmonic mean belongs to uniform current and the arithmetic mean to uniform field. In a polycrystal of irregular grains neither is uniform in general. We show that, if the grains are randomly oriented, the effective conductivity still lies between the two values in (1).

## The effective conductivity

Inside each grain let Ohm's law be local, $\mathbf J=\sigma(\mathbf r)\mathbf E$, with $\sigma(\mathbf r)$ symmetric and positive. All grains have the same principal values, and the orientation of the axes varies. The current is steady, there is no magnetic field, and the grain boundaries are perfect: the potential and the normal current are continuous across them.

Take a large periodic cell of volume $V$ and write $\langle\cdot\rangle$ for its volume average. For a prescribed mean field $\mathbf E_0$,

$$
\mathbf E=\mathbf E_0-\nabla\varphi,\qquad \nabla\cdot\mathbf J=0,\qquad \langle\mathbf J\rangle=\sigma^*\mathbf E_0, \tag{2}
$$

with $\varphi$ periodic. The last relation defines the effective tensor $\sigma^*$.

Let $\mathbf E'=\mathbf E'_0-\nabla\varphi'$ be any field with $\varphi'$ continuous and periodic, and $\mathbf J'$ any periodic divergence-free current with continuous normal component. They need not be related by Ohm's law. Within a grain $\nabla\varphi'\cdot\mathbf J'=\nabla\cdot(\varphi'\mathbf J')$, so its integral is a surface integral. At a grain boundary the two outward normals are opposite and the contributions cancel; on opposite cell faces they cancel by periodicity. Hence

$$
\langle\mathbf E'\cdot\mathbf J'\rangle=\mathbf E'_0\cdot\langle\mathbf J'\rangle. \tag{3}
$$

Let $\mathbf E$ and $\mathbf F$ solve (2) for mean fields $\mathbf E_0$ and $\mathbf F_0$. By (3), $\mathbf F_0\cdot\sigma^*\mathbf E_0=\langle\mathbf F\cdot\sigma\mathbf E\rangle$. The right side is unchanged when $\mathbf E$ and $\mathbf F$ are exchanged, because $\sigma$ is symmetric, so $\sigma^*$ is symmetric. With $\mathbf F=\mathbf E$,

$$
\mathbf E_0\cdot\sigma^*\mathbf E_0=\langle\mathbf E\cdot\sigma\mathbf E\rangle. \tag{4}
$$

This is the mean Joule heat per volume. It is positive for $\mathbf E_0\neq0$, since a field with non-zero mean cannot vanish everywhere. Thus $\sigma^*$ has an inverse.

## Upper bound: compare with a uniform field

The deviation $\mathbf E-\mathbf E_0$ gives a non-negative quadratic form. Expanding it,

$$
\langle(\mathbf E-\mathbf E_0)\cdot\sigma(\mathbf E-\mathbf E_0)\rangle
=\langle\mathbf E\cdot\sigma\mathbf E\rangle-2\mathbf E_0\cdot\langle\sigma\mathbf E\rangle+\mathbf E_0\cdot\langle\sigma\rangle\mathbf E_0 .
$$

The first term is $\mathbf E_0\cdot\sigma^*\mathbf E_0$ by (4), and the second is $-2\mathbf E_0\cdot\sigma^*\mathbf E_0$ by (2). Therefore

$$
\mathbf E_0\cdot\langle\sigma\rangle\mathbf E_0-\mathbf E_0\cdot\sigma^*\mathbf E_0
=\langle(\mathbf E-\mathbf E_0)\cdot\sigma(\mathbf E-\mathbf E_0)\rangle\ge0. \tag{5}
$$

The effective conductivity falls below the averaged one by an amount set by the non-uniformity of the field.

## Lower bound: compare with a uniform current

Let $\rho=\sigma^{-1}$ be the local resistivity tensor and $\mathbf J_0=\langle\mathbf J\rangle=\sigma^*\mathbf E_0$. Any $\mathbf J_0$ can be reached, because $\sigma^*$ is invertible. Since $\rho\mathbf J=\mathbf E$,

$$
\langle\mathbf J\cdot\rho\mathbf J\rangle=\mathbf E_0\cdot\mathbf J_0=\mathbf J_0\cdot(\sigma^*)^{-1}\mathbf J_0,
\qquad
\langle\mathbf J_0\cdot\rho\mathbf J\rangle=\mathbf J_0\cdot\langle\mathbf E\rangle=\mathbf J_0\cdot\mathbf E_0 .
$$

Expanding the square of $\mathbf J-\mathbf J_0$ as before gives

$$
\mathbf J_0\cdot\langle\rho\rangle\mathbf J_0-\mathbf J_0\cdot(\sigma^*)^{-1}\mathbf J_0
=\langle(\mathbf J-\mathbf J_0)\cdot\rho(\mathbf J-\mathbf J_0)\rangle\ge0. \tag{6}
$$

To turn this into a bound on $\sigma^*$, write $A\le B$ when $\mathbf y\cdot A\mathbf y\le\mathbf y\cdot B\mathbf y$ for every $\mathbf y$. For a positive symmetric $B$, completing the square gives

$$
2\mathbf x\cdot\mathbf y-\mathbf y\cdot B\mathbf y
=\mathbf x\cdot B^{-1}\mathbf x-(\mathbf y-B^{-1}\mathbf x)\cdot B(\mathbf y-B^{-1}\mathbf x),
$$

so $\mathbf x\cdot B^{-1}\mathbf x$ is the maximum of the left side over $\mathbf y$. Replacing $B$ by a smaller positive $A$ raises the left side for each $\mathbf y$, and hence its maximum. Thus $A\le B$ implies $B^{-1}\le A^{-1}$. With (5) and (6),

$$
\langle\rho\rangle^{-1}\le\sigma^*\le\langle\sigma\rangle. \tag{7}
$$

No assumption about grain shape or orientation statistics has entered (7).

## Random orientation

Let $\mathbf a_1,\mathbf a_2,\mathbf a_3$ be the unit vectors along the axes of a grain. For a unit vector $\mathbf e$,

$$
\mathbf e\cdot\sigma\mathbf e=\sum_i\sigma_i(\mathbf e\cdot\mathbf a_i)^2,\qquad
\mathbf e\cdot\rho\,\mathbf e=\sum_i\frac{(\mathbf e\cdot\mathbf a_i)^2}{\sigma_i}. \tag{8}
$$

Random orientation means that each grain orientation is equally likely when weighted by volume. Each $\mathbf a_i$ is then uniformly distributed over the sphere, so the three averages $\langle(\mathbf e\cdot\mathbf a_i)^2\rangle$ are equal. Their sum is $|\mathbf e|^2=1$, so each is $1/3$. As this holds for every $\mathbf e$, we have $\langle\sigma\rangle=\sigma_A I$ and $\langle\rho\rangle=\sigma_H^{-1}I$. Equation (7) becomes

$$
\boxed{\;\frac{3}{1/\sigma_1+1/\sigma_2+1/\sigma_3}\le\mathbf e\cdot\sigma^*\mathbf e\le\frac{\sigma_1+\sigma_2+\sigma_3}{3}\;} \tag{9}
$$

for every direction $\mathbf e$. If the grain arrangement is also statistically isotropic, $\sigma^*$ is a single number in this interval. The layers of (1) have the same averages $\langle\sigma\rangle$ and $\langle\rho\rangle$ but an anisotropic arrangement, and reach one bound along $z$ and the other along $x$.

The result also holds for in-plane conduction in a film with insulating surfaces, even if the grains are as tall as the film. There $\mathbf J\cdot\mathbf n=0$ removes the surface terms in (3), and a uniform in-plane current satisfies the same condition. The averages are then taken over the film volume.

## Width of the interval and weak anisotropy

Multiplying the two means and using $\sigma_i/\sigma_j+\sigma_j/\sigma_i=2+(\sigma_i-\sigma_j)^2/(\sigma_i\sigma_j)$,

$$
\frac{\sigma_A}{\sigma_H}=\frac19\Big(\sum_i\sigma_i\Big)\Big(\sum_j\frac1{\sigma_j}\Big)
=1+\frac19\sum_{i<j}\frac{(\sigma_i-\sigma_j)^2}{\sigma_i\sigma_j}. \tag{10}
$$

The interval closes when the three values coincide, and its width is of second order in their differences. If instead one $\sigma_i$ tends to zero, $\sigma_H$ vanishes while $\sigma_A$ stays finite, so the lower bound becomes trivial and only the upper bound still constrains $\sigma^*$.

For weak anisotropy the position inside the interval can be estimated. Put $\sigma=\sigma_AI+\delta$, so that $\langle\delta\rangle=0$, and take $\mathbf E_0=\mathbf e$. To first order, $\nabla\cdot\mathbf J=0$ reads $\sigma_A\nabla^2\varphi=\nabla\cdot\mathbf p$ with $\mathbf p=\delta\mathbf e$. The Fourier component of $\nabla\varphi$ is therefore $\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf p_{\mathbf k})/\sigma_A$, and (5) gives, to second order,

$$
\sigma_A-\mathbf e\cdot\sigma^*\mathbf e\simeq\sigma_A\langle|\nabla\varphi|^2\rangle
=\frac1{\sigma_A}\sum_{\mathbf k}|\hat{\mathbf k}\cdot\mathbf p_{\mathbf k}|^2
\simeq\frac{\langle|\mathbf p|^2\rangle}{3\sigma_A}. \tag{11}
$$

The last step assumes many independently oriented grains of cubic or isotropic average shape. The spectrum then factorizes into a shape factor and the single-grain average of $p_ip_j$, and cubic symmetry makes the weighted average of $\hat k_i\hat k_j$ equal to $\delta_{ij}/3$. Expanding $\rho$ to second order gives $\langle\rho\rangle\simeq I/\sigma_A+\langle\delta^2\rangle/\sigma_A^3$, hence $\sigma_A-\sigma_H\simeq\langle|\mathbf p|^2\rangle/\sigma_A$. At leading order $\sigma^*$ of such a bulk polycrystal thus lies one third of the way down from the arithmetic mean. The third does not carry over to a film whose grains span its thickness. If the grains are much wider than the film is thick, $J_z=0$ inside each grain puts the whole of $\langle p_z^2\rangle$ into (11), and the in-plane problem adds half of $\langle p_x^2+p_y^2\rangle$. For random orientation and $\mathbf e$ along $x$ the three mean squares $\langle p_x^2\rangle,\langle p_y^2\rangle,\langle p_z^2\rangle$ stand as $4:3:3$, so the fraction becomes $(3+7/2)/10=13/20$.

## Worked example

Take principal resistivities of 10, 15 and 20 µΩ cm, which are round model values. With conductivity in units of $10^4$ S/cm, $\sigma_i=100/\rho_i$ gives 10, 6.667 and 5. Then

$$
\sigma_A=\frac{10+6.667+5}{3}=7.222,\qquad
\sigma_H=\frac{100}{(10+15+20)/3}=6.667 .
$$

The resistivity lies between 13.85 and 15.00 µΩ cm. For a film 30 nm thick, division by the thickness gives a sheet resistance between 4.62 and 5.00 Ω per square. Although the principal values differ by a factor of two, the interval is 7.7 % of its upper resistivity.

A periodic cell of 216 cubic grains shows where a particular polycrystal falls. It uses 72 random rotations, each with the three cyclic assignments of the principal values. Each such triple has average conductivity $\sigma_AI$ and average resistivity $I/\sigma_H$, so the two orientation averages used in (9) hold exactly in the cell, without sampling error.

Its conductivity can be enclosed numerically. Repeating the expansion leading to (5) with a trial field of the same mean shows that its Joule heat is at least the true one; a trial divergence-free current does the same for the resistivity. With piecewise trilinear potentials and vector potentials, three elements per grain edge, the direction-averaged conductivity lies between 6.997 and 7.042. This is 14.2 to 14.3 µΩ cm, well inside the bounds. The cell is periodic in all three directions, so this is a bulk value; a film one grain thick lies closer to the upper resistivity. The distance below $\sigma_A$ is 32 to 41 % of the interval, a range that contains the leading-order third from (11).

For principal resistivities of 1, 10 and 100 µΩ cm the bounds on the conductivity are 2.7 and 37 in units of $10^4$ S/cm. The conductivity of a similar cell, with two elements per grain edge, is enclosed between 9.6 and 21.3 in the same units, which is a resistivity between about 4.7 and 10.4 µΩ cm. The bounds hold but no longer determine the conductivity closely.

## When the result fails

**Texture.** Let axis 1 of every grain point along the film normal, with random rotation about it. In the plane $\langle\cos^2\rangle=1/2$, so (7) places the resistivity between $2/(1/15+1/20)=17.14$ and $(15+20)/2=17.50$ µΩ cm. This lies wholly outside the interval for random grains: (7) survives, (9) does not.

**Resistive grain boundaries.** Let a boundary have specific resistance $\gamma$, so that the potential drops by $\gamma\,\mathbf J\cdot\mathbf n$ across it. The surface terms in (3) no longer cancel, and for any divergence-free $\mathbf J'$

$$
\langle\mathbf J'\cdot\rho\mathbf J\rangle+\frac1V\int\gamma(\mathbf J'\cdot\mathbf n)(\mathbf J\cdot\mathbf n)\,dS=\mathbf E_0\cdot\langle\mathbf J'\rangle. \tag{12}
$$

The left side is a symmetric non-negative form in $\mathbf J'$ and $\mathbf J$. Expanding it for $\mathbf J-\mathbf J_0$, as in (6), adds $(\gamma/V)\int(\mathbf J_0\cdot\mathbf n)^2dS$ to the upper bound on the heat. For cubic grains of side $D$ there is one boundary of each orientation per length $D$, so this is $\gamma|\mathbf J_0|^2/D$ and

$$
\mathbf e\cdot(\sigma^*)^{-1}\mathbf e\le\frac1{\sigma_H}+\frac{\gamma}{D}. \tag{13}
$$

The upper bound on $\sigma^*$ survives: the boundary heat adds a non-negative term to the right side of (5).

For an assumed $\gamma=5\times10^{-12}$ Ω cm² and $D=50$ nm, $\gamma/D=1.0$ µΩ cm, and the highest allowed resistivity rises from 15 to 16 µΩ cm. As a check, stack 216 wide layers along $z$, each 50 nm thick and with the orientation of one of the 216 grains, and apply a field with no transverse component. In each layer $J_z=\sigma_{zz}E_z$ with the same $J_z$, so the ratio of mean field to current density along $z$ is the average of $1/\sigma_{zz}$, plus $\gamma/D$ for the boundaries. It rises from 14.36 to 15.36 µΩ cm, beyond the limit for perfect boundaries.

**Surface scattering.** Suppose carriers have one isotropic mean free path $\lambda$ and lose their drift at the film surfaces. A carrier at distance $z$ from the surface it has left, with direction cosine $u$ to the normal, has its mean drift path reduced by the factor $1-e^{-z/(\lambda u)}$. Its weight in the in-plane current is proportional to $1-u^2$. Averaging over a thickness $t$ gives the fractional loss of conductivity

$$
\frac32\int_0^1(1-u^2)\frac{\lambda u}{t}\left(1-e^{-t/(\lambda u)}\right)du
\simeq\frac{3\lambda}{2t}\left(\frac12-\frac14\right)=\frac{3\lambda}{8t},\qquad t\gg\lambda. \tag{14}
$$

For an assumed $\lambda=5$ nm and $t=30$ nm the loss is 6.25 %, comparable with the width of the interval.

**Few grains.** For a uniformly distributed unit vector with components $n_i$, $\langle n_i^4\rangle=\int_0^1u^4du=1/5$. Averaging $n_1^2(n_1^2+n_2^2+n_3^2)=n_1^2$ then gives $\langle n_1^2n_2^2\rangle=(1/3-1/5)/2=1/15$. The variance of $\mathbf e\cdot\sigma\mathbf e$ for one grain is therefore

$$
\frac15\sum_i\sigma_i^2+\frac2{15}\sum_{i<j}\sigma_i\sigma_j-\frac19\Big(\sum_i\sigma_i\Big)^2
=\frac4{45}\Big(\sum_i\sigma_i^2-\sum_{i<j}\sigma_i\sigma_j\Big). \tag{15}
$$

Its square root is 18.2 % of $\sigma_A$ here. For 100 independent grains of equal volume the average $\langle\sigma\rangle$ fluctuates by 1.8 %, so the bounds for a short, narrow line shift from sample to sample.

## Comparison with silicide films

The parameters lie in the rough regime of metallic contact silicides such as orthorhombic NiSi, whose films have resistivities of roughly 10 to 20 µΩ cm. They are not measured principal values of NiSi. Films formed by reaction with single-crystal silicon can have preferred orientation, which breaks the assumption of random grains. In the fibre-texture example this moves the resistivity by at least 2.1 µΩ cm above the random interval. The direction of the shift depends on the texture: with axis 3 along the normal instead, (7) gives 12.0 to 12.5 µΩ cm, below the random interval. Temperature matters too: the principal values must be those at the temperature of use. With an assumed common coefficient of 0.003 per kelvin, heating from 300 to 400 K multiplies all three resistivities by 1.3 and moves the interval to 18.0–19.5 µΩ cm. A measured sheet resistance can therefore be tested against (9) only if the film thickness is known, the film contains many grains, and the principal resistivities are those of material with the same purity and defect content. Texture, boundary and surface resistance, temperature, and any current carried in parallel by the silicon beneath the film must also be accounted for. The bounds concern conduction within the silicide and say nothing about the resistance of its interface with the semiconductor.

## Computed results

```
principal resistivity 1: 10.0 uOhm cm
principal resistivity 2: 15.0 uOhm cm
principal resistivity 3: 20.0 uOhm cm
principal conductivity 1: 10.000 1e4 S/cm
principal conductivity 2: 6.667 1e4 S/cm
principal conductivity 3: 5.000 1e4 S/cm
harmonic mean conductivity (lower bound): 6.667 1e4 S/cm
arithmetic mean conductivity (upper bound): 7.222 1e4 S/cm
lowest allowed resistivity: 13.846 uOhm cm
highest allowed resistivity: 15.000 uOhm cm
interval width / highest resistivity: 7.7 %
film thickness: 30 nm
lowest sheet resistance: 4.615 Ohm/sq
highest sheet resistance: 5.000 Ohm/sq
grains in computed cell: 216
cell conductivity from below, 1 element per grain edge: 6.868 1e4 S/cm
cell conductivity from above, 1 element per grain edge: 7.116 1e4 S/cm
cell conductivity from below, 3 elements per grain edge: 6.997 1e4 S/cm
cell conductivity from above, 3 elements per grain edge: 7.042 1e4 S/cm
cell resistivity, fine mesh, at least: 14.201 uOhm cm
cell resistivity, fine mesh, at most: 14.293 uOhm cm
strong case principal resistivities: [  1.  10. 100.] uOhm cm
strong case harmonic mean: 2.703 1e4 S/cm
strong case cell from below: 9.680 1e4 S/cm
strong case cell from above: 21.274 1e4 S/cm
strong case arithmetic mean: 37.000 1e4 S/cm
fibre texture, lowest in-plane resistivity: 17.143 uOhm cm
fibre texture, highest in-plane resistivity: 17.500 uOhm cm
grain size: 50 nm
assumed boundary resistance: 5.0e-12 Ohm cm2
boundary term gamma/D: 1.000 uOhm cm
highest resistivity with boundaries: 16.000 uOhm cm
series stack, perfect boundaries: 14.357 uOhm cm
series stack, resistive boundaries: 15.357 uOhm cm
assumed mean free path: 5.0 nm
surface loss of conductivity, integral: 6.249 %
surface loss of conductivity, 3*path/(8*t): 6.250 %
one-grain conductivity spread / mean: 18.2 %
same for the average of 100 equal grains: 1.8 %
assumed temperature coefficient: 0.003 1/K
reference temperature: 300 K
temperature of use: 400 K
lowest allowed resistivity when hot: 18.000 uOhm cm
highest allowed resistivity when hot: 19.500 uOhm cm
```
